# Spin-dependent electron scattering from Dirac phase shifts

An unpolarized electron beam strikes a spinless heavy target. The scattered electrons can emerge polarized perpendicular to the scattering plane, and if the incident beam is itself polarized perpendicular to that plane, different numbers can go left and right. A single scattering amplitude cannot describe this. Two are needed: a direct amplitude \(f\) and a spin-flip amplitude \(g\). The question is how the phase shifts of the Dirac equation fix them, and how they in turn fix everything measurable about intensity and spin.

## The wave and its phase shifts

Atomic units are used, with \(c\) the speed of light. The target is a fixed central potential \(V(r)\) that falls at least as fast as \(r^{-n}\) with some \(n>3\). To define phase shifts, \(n>1\) is enough. A tail \(r^{-n}\), however, gives phase shifts of order \(l^{1-n}\) at large \(l\), so the total cross section is finite only for \(n>2\) and the forward amplitude only for \(n>3\). Exchange with target electrons, target spin and inelastic channels are left out. An electron of kinetic energy \(\varepsilon\) obeys

\[
[c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V]\psi=W\psi,\qquad W=\varepsilon+c^2,\qquad c^2k^2=W^2-c^4 .
\]

Let \(u\) and \(w\) be the upper and lower two-spinors of \(\psi\). For incidence along \(z\) with unit spinor \(\chi\), define the \(2\times2\) matrix \(M\) by

\[
u\to e^{ikz}\chi+\frac{e^{ikr}}{r}M\chi .
\]

The upper part suffices for the flux. Where \(V\) is negligible, \(w=c\,\boldsymbol\sigma\cdot\mathbf p\,u/(W+c^2)\). In the outgoing wave \(\mathbf p\) acts as \(k\hat{\mathbf r}\) up to terms of order \(1/r^2\), so \(w=ck\,\sigma_r u/(W+c^2)\), with \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\). The radial current is

\[
c(u^\dagger\sigma_r w+w^\dagger\sigma_r u)=\frac{2c^2k}{W+c^2}\,u^\dagger u .
\]

The incident current has the same factor, hence \(d\sigma/d\Omega=|M\chi|^2\). A boost without rotation turns the rest spinor \((\chi,0)\) into a multiple of \((\chi,\,c\,\boldsymbol\sigma\cdot\mathbf p\,\chi/(W+c^2))\), so the upper spinor carries the rest-frame spin. All polarizations below are meant in this sense.

To separate the equation, multiply \(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r\) by \(\sigma_r\):

\[
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\]

From \(\mathbf J^2=\mathbf L^2+\boldsymbol\sigma\cdot\mathbf L+\tfrac34\), the eigenvalue of \(\boldsymbol\sigma\cdot\mathbf L\) is \(l\) for \(j=l+\tfrac12\) and \(-(l+1)\) for \(j=l-\tfrac12\). Call it \(-(\kappa+1)\). Then \(\kappa=-(l+1)\) in the first case and \(\kappa=l\) in the second. The spherical spinors \(\Omega_{\kappa m}\) can be given phases such that \(\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}\), because \(\sigma_r\) conserves \(\mathbf J\), reverses parity and has unit square. With \(u=G\,\Omega_{\kappa m}/r\) and \(w=iF\,\Omega_{-\kappa m}/r\),

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{G}{r}\Omega_{\kappa m}=\frac ir\left(G'+\frac{\kappa}{r}G\right)\Omega_{-\kappa m}.
\]

The same identity with \(-\kappa\) applies to \(F\), and the Dirac equation becomes

\[
G'=-\frac{\kappa}{r}G+\frac{\varepsilon-V+2c^2}{c}F,\qquad
F'=\frac{\kappa}{r}F-\frac{\varepsilon-V}{c}G .
\]

Outside the potential, differentiate the first equation and remove \(F\) and \(F'\). The result is \(G''=[\kappa(\kappa+1)/r^2-k^2]G\), and \(\kappa(\kappa+1)=l(l+1)\) for both values of \(j\). Therefore

\[
G\propto r[\cos\delta\,j_l(kr)-\sin\delta\,y_l(kr)]\to \frac1k\sin(kr-l\pi/2+\delta).
\]

This defines \(\delta_l^+\) for \(j=l+\tfrac12\) and \(\delta_l^-\) for \(j=l-\tfrac12\). Write \(s_l^\pm=e^{2i\delta_l^\pm}\); a shift of \(\delta\) by \(\pi\) has no effect. A bare Coulomb tail would distort the phase at all distances, and this definition would then fail.

## First derivation: explicit spin components

Take the incident spin up along \(z\). With \(Y_{lm}\) in the standard phase convention,

\[
e^{ikz}=\sum_l i^l\sqrt{4\pi(2l+1)}\,j_l(kr)Y_{l0}.
\]

The spinors with \(m=\tfrac12\) are

\[
\Omega_l^+=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}\sqrt{l+1}\,Y_{l0}\\ \sqrt l\,Y_{l1}\end{pmatrix},\qquad
\Omega_l^-=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}-\sqrt l\,Y_{l0}\\ \sqrt{l+1}\,Y_{l1}\end{pmatrix}.
\]

They combine to

\[
Y_{l0}\begin{pmatrix}1\\0\end{pmatrix}=\sqrt{\frac{l+1}{2l+1}}\,\Omega_l^+-\sqrt{\frac{l}{2l+1}}\,\Omega_l^- ,
\]

since the upper entries add to \((l+1+l)/(2l+1)=1\) and the lower ones cancel.

The potential acts on each \(j\) separately. It must leave the incoming part of the wave unchanged, so the free function \(\sin(kr-l\pi/2)\) is replaced by \(e^{i\delta}\sin(kr-l\pi/2+\delta)\). The outgoing part is thereby multiplied by \(e^{2i\delta}\). The difference from the free wave is \((s-1)e^{i(kr-l\pi/2)}/(2ikr)\), and \(i^le^{-il\pi/2}=1\). The scattered spinor is thus \(e^{ikr}/r\) times

\[
\frac1{2ik}\sum_l\sqrt{4\pi}\left[\sqrt{l+1}\,(s_l^+-1)\Omega_l^+-\sqrt l\,(s_l^--1)\Omega_l^-\right].
\]

Its upper entry contains \(\sqrt{4\pi/(2l+1)}\,Y_{l0}=P_l(\cos\theta)\), which gives

\[
f=\frac1{2ik}\sum_l\left[(l+1)(s_l^+-1)+l(s_l^--1)\right]P_l(\cos\theta).
\]

The lower entry contains \(\sqrt{4\pi/(2l+1)}\sqrt{l(l+1)}\,Y_{l1}(s_l^+-s_l^-)\). Since \(Y_{l1}=-\sqrt{(2l+1)/[4\pi l(l+1)]}\,\sin\theta\,P_l'(\cos\theta)\,e^{i\phi}\), the minus sign reverses the difference. The entry is \(g\,e^{i\phi}\) with

\[
g=\frac1{2ik}\sum_{l\ge1}(s_l^--s_l^+)\sin\theta\,P_l'(\cos\theta).
\]

Here \(P_l'\) is the derivative with respect to \(\cos\theta\). The factor \(e^{i\phi}\) is the unit of orbital angular momentum gained when the spin turns over.

Spin-down incidence follows from reflection in the \(xz\) plane, which is parity followed by a rotation through \(\pi\) about \(y\). It sends \(\phi\to-\phi\) and acts on the upper spinor as \(-i\sigma_y\), taking up to down and down to minus up. The scattered spinor \((f,ge^{i\phi})\) becomes \((-ge^{-i\phi},f)\), so

\[
M=\begin{pmatrix}f&-ge^{-i\phi}\\ ge^{i\phi}&f\end{pmatrix}.
\]

For the observables, use the normal to the scattering plane, \(\mathbf n=\mathbf k\times\mathbf k'/|\mathbf k\times\mathbf k'|=(-\sin\phi,\cos\phi,0)\). The spinors \((1,\pm ie^{i\phi})/\sqrt2\) have spin along \(\pm\mathbf n\). Direct multiplication shows that they are eigenvectors of \(M\), with eigenvalues

\[
a_\pm=f\mp ig .
\]

Spin along the normal is preserved, but the two orientations scatter with different strength and phase. Let \(I=|f|^2+|g|^2\). Then \(|f\mp ig|^2=I\pm i(fg^*-f^*g)\), or

\[
|a_\pm|^2=I(1\pm S),\qquad S=\frac{i(fg^*-f^*g)}{I}=\frac{2\,\mathrm{Im}(f^*g)}{I}.
\]

This \(S\) is the Sherman function. The other product is

\[
a_-a_+^*=(f+ig)(f^*+ig^*)=I(T+iU),
\]
\[
T=\frac{|f|^2-|g|^2}{I},\qquad U=\frac{2\,\mathrm{Re}(f^*g)}{I}.
\]

Let the incident polarization be \(\mathbf P\), with \(P_n=\mathbf P\cdot\mathbf n\) and components \(P_1,P_2\) along in-plane axes for which \(\mathbf e_1\times\mathbf e_2=\mathbf n\). In the basis along \(\mathbf n\), the density matrix has diagonal entries \((1\pm P_n)/2\) and lower off-diagonal entry \((P_1+iP_2)/2\). Scattering multiplies these by \(|a_\pm|^2\) and \(a_-a_+^*\). The trace is the cross section:

\[
\frac{d\sigma}{d\Omega}=\frac I2[(1+S)(1+P_n)+(1-S)(1-P_n)]=I(1+SP_n).
\]

The difference of the diagonal entries is \(I(P_n+S)\). The in-plane part becomes \(I(T+iU)(P_1+iP_2)\), and multiplication by \(i\) is a quarter turn about \(\mathbf n\). With \(\mathbf P_\parallel=\mathbf P-P_n\mathbf n\),

\[
\mathbf P'=\frac{(P_n+S)\mathbf n+T\mathbf P_\parallel+U\,\mathbf n\times\mathbf P_\parallel}{1+SP_n}.
\]

\(S\) therefore has two roles. It is the polarization produced from an unpolarized beam, and it is the sensitivity of the intensity to \(P_n\). \(T\) and \(U\) turn the in-plane polarization about \(\mathbf n\) and, together with the denominator, fix its length. From \(|a_-a_+^*|^2=|a_-|^2|a_+|^2\),

\[
T^2+U^2=1-S^2 .
\]

## Second derivation: a scattering operator

Now consider what the target does to the outgoing wave as a whole. Insert the large-distance form of \(j_l\) into the plane-wave expansion and use \(\sum_l(2l+1)P_l(\hat{\mathbf r}\cdot\hat{\mathbf k})=4\pi\,\delta(\hat{\mathbf r},\hat{\mathbf k})\). As a distribution in angle,

\[
e^{i\mathbf k\cdot\mathbf r}\to\frac{2\pi}{ikr}\left[e^{ikr}\delta(\hat{\mathbf r},\hat{\mathbf k})-e^{-ikr}\delta(\hat{\mathbf r},-\hat{\mathbf k})\right].
\]

The incoming term stays. The outgoing term is changed by a linear operator \(R\) acting on spinor functions of direction, so

\[
M=\frac{2\pi}{ik}(R-1)\,\delta(\hat{\mathbf r},\hat{\mathbf k}).
\]

Rotation invariance makes \(R\) conserve \(j\) and \(m\), with a result independent of \(m\). The two values \(l=j\pm\tfrac12\) have opposite parity, so parity conservation forbids their mixing. \(R\) is then a number on each pair \((j,l)\). Flux conservation gives that number unit modulus, and comparison with the radial wave identifies it as \(s_l^\pm\).

The eigenvalues of \(\boldsymbol\sigma\cdot\mathbf L\) supply the projectors on \(j=l\pm\tfrac12\):

\[
\Pi_l^+=\frac{l+1+\boldsymbol\sigma\cdot\mathbf L}{2l+1},\qquad
\Pi_l^-=\frac{l-\boldsymbol\sigma\cdot\mathbf L}{2l+1}.
\]

Expanding the delta function gives

\[
M=\frac1{2ik}\sum_l(2l+1)\left[(s_l^+-1)\Pi_l^++(s_l^--1)\Pi_l^-\right]P_l(\hat{\mathbf r}\cdot\hat{\mathbf k}).
\]

With \(\mathbf L=-i\mathbf r\times\nabla\) and \(\mathbf r\times\nabla(\hat{\mathbf k}\cdot\hat{\mathbf r})=\hat{\mathbf r}\times\hat{\mathbf k}=-\sin\theta\,\mathbf n\),

\[
\boldsymbol\sigma\cdot\mathbf L\,P_l=i\sin\theta\,P_l'\,\sigma_n,\qquad \sigma_n=\boldsymbol\sigma\cdot\mathbf n .
\]

The terms without \(\sigma_n\) add up to \(f\) as found before. The rest is \((s_l^+-s_l^-)\,i\sin\theta\,P_l'\sigma_n/(2ik)\), summed over \(l\), which is \(-ig\sigma_n\). Hence

\[
M=f-ig\,\sigma_n .
\]

Writing out \(\sigma_n\) reproduces the earlier matrix, including its signs.

The observables now follow from Pauli algebra. Since \(M^\dagger=f^*+ig^*\sigma_n\),

\[
MM^\dagger=M^\dagger M=I+i(fg^*-f^*g)\sigma_n=I(1+S\sigma_n).
\]

With \(\rho=(1+\mathbf P\cdot\boldsymbol\sigma)/2\), \(\mathrm{Tr}(M\rho M^\dagger)=I(1+SP_n)\). The final polarization times this intensity is \(\mathrm{Tr}(M\rho M^\dagger\boldsymbol\sigma)\). The unit term of \(\rho\) contributes \(IS\mathbf n\). The term \(P_n\sigma_n\) commutes with \(M\) and contributes \(IP_n\mathbf n\). The in-plane matrix \(\sigma_\parallel=\boldsymbol\sigma\cdot\mathbf P_\parallel\) anticommutes with \(\sigma_n\), so moving it through \(M^\dagger\) reverses one sign:

\[
M\sigma_\parallel M^\dagger=(f-ig\sigma_n)(f^*-ig^*\sigma_n)\sigma_\parallel
\]
\[
=\left[|f|^2-|g|^2-i(fg^*+f^*g)\sigma_n\right]\sigma_\parallel .
\]

Because \(\sigma_n\sigma_\parallel=i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf P_\parallel)\), this equals \(I[T\sigma_\parallel+U\boldsymbol\sigma\cdot(\mathbf n\times\mathbf P_\parallel)]\). The formula for \(\mathbf P'\) is recovered.

The operator also gives unitarity. As an integral kernel \(R=1+(ik/2\pi)M\), and \(R^\dagger R=1\) requires \(M-M^\dagger=(ik/2\pi)M^\dagger M\). Exchanging the two directions reverses \(\mathbf n\), so the adjoint kernel is \((f+ig\sigma_n)^\dagger=f^*-ig^*\sigma_n\). Dividing by \(2i\),

\[
\mathrm{Im}f-i\,\mathrm{Im}g\,\sigma_n=\frac{k}{4\pi}\int M^\dagger(\mathbf k'',\mathbf k')M(\mathbf k'',\mathbf k)\,d\Omega'' .
\]

In the forward direction \(g=0\), and the term in \(S\sigma_n\) integrates to zero over azimuth. This leaves \(\mathrm{Im}f(0)=k\sigma/4\pi\). Since \(\mathrm{Im}[(s-1)/2i]=\sin^2\delta\),

\[
\sigma=\frac{4\pi}{k^2}\sum_l\left[(l+1)\sin^2\delta_l^++l\sin^2\delta_l^-\right].
\]

## What each derivation assumes

The first derivation takes its phase shifts from the Dirac equation with a local central potential, and so says how to calculate them. Its spin algebra uses only the numbers \(s_l^\pm\), whatever their origin.

The second uses linearity, rotation invariance, parity and flux conservation. It would hold equally for a nonlocal, rotation-invariant, parity-conserving interaction with a single elastic channel, but it cannot supply the values of \(\delta_l^\pm\). It also shows what would break the result. If parity were violated, the two \(l\) belonging to one \(j\) would mix, and \(M\) could contain further spin terms. If the target had spin, a \(2\times2\) matrix would be too small.

Absorption is milder. The numbers \(s_l^\pm\) then have modulus below one. The elastic formulas for \(f,g,S,T,U\) survive because they did not use the modulus, but the unitarity relation and the \(\sin^2\delta\) sum do not.

## Limits

The difference of two exponentials can be written as a product:

\[
g=\frac1k\sum_{l\ge1}e^{i(\delta_l^++\delta_l^-)}\sin(\delta_l^--\delta_l^+)\sin\theta\,P_l' .
\]

Thus \(g\) measures the splitting of the phase shifts. To see its origin, eliminate \(F\) from the radial equations with \(B=2+(\varepsilon-V)/c^2\):

\[
G''-\frac{\kappa(\kappa+1)}{r^2}G-\frac{B'}{B}\left(G'+\frac{\kappa}{r}G\right)+B(\varepsilon-V)G=0 .
\]

At given \(l\), only the term \(-B'\kappa G/(Br)\approx\kappa V'G/(2c^2r)\) distinguishes the two \(j\). For an attractive potential with \(V'>0\), it acts as extra attraction for \(\kappa=l\) and as repulsion for \(\kappa=-(l+1)\). To leading order in \(1/c^2\), therefore, \(\delta_l^->\delta_l^+\), and \(g\) falls as \(1/c^2\).

For a weak potential, \((s-1)/2i\approx\delta\), so \(f\) and \(g\) are real at first order and \(S\) vanishes there. Its leading term comes from the second-order amplitudes and is linear in the strength of the potential, being a third-order numerator over a second-order intensity. It needs the first-order real amplitudes \(f_1,g_1\) and the second-order imaginary parts, which the unitarity integral provides:

\[
S\approx\frac{2(f_1\,\mathrm{Im}g_2-g_1\,\mathrm{Im}f_2)}{f_1^2+g_1^2}.
\]

For the weak potential \(V=-Ze^{-r/a}/r\) with \(Z=0.1\), \(a=0.005\) bohr and \(\varepsilon=c^2\), at \(90^\circ\) the phase shifts give \(S=-1.381\times10^{-4}\), and this formula agrees to that accuracy.

## A screened point nucleus

Take the model \(V=-Ze^{-r/a}/r\) with \(Z=80\), \(a=0.2\) bohr and kinetic energy \(1000\) eV, or \(\varepsilon=36.749\) hartree. These are round values and stand for no particular atom. The wave number follows from

\[
k^2=2\varepsilon+\varepsilon^2/c^2=73.499+0.072=73.571,\qquad k=8.577\ \text{bohr}^{-1}.
\]

The \(p\)-wave phase shifts, modulo \(\pi\), are \(\delta_1^+=0.9901\) and \(\delta_1^-=1.3020\). For \(l=3\) they are \(-0.5586\) and \(-0.5283\). In both cases \(\delta^-\) is the larger, as the spin-orbit argument suggests.

At \(90^\circ\), \(P_1'=1\), \(P_3'=-\tfrac32\), and even \(l\) drop out of \(g\). The \(l=1\) term is

\[
\frac{\sin(0.3118)}{8.577}\,e^{2.292i}=-0.0236+0.0269i\ \text{bohr}.
\]

The \(l=3\) term adds \(-0.0025+0.0047i\). To three decimals the sum is \(-0.026+0.032i\) bohr, the same as the full \(g\).

At \(120^\circ\), \(f=-0.3426-0.2530i\) and \(g=-0.0112+0.0318i\) bohr. Then \(|f|^2=0.1814\), \(|g|^2=0.0011\) and \(f^*g=-0.0042-0.0137i\), all in bohr\(^2\). With \(I=0.1825\) bohr\(^2\)/sr,

\[
S=\frac{2(-0.0137)}{0.1825}=-0.150,\quad
T=\frac{0.1814-0.0011}{0.1825}=0.988,\quad
U=\frac{2(-0.0042)}{0.1825}=-0.046 .
\]

A beam with \(P=0.5\) along \(y\) has \(P_n=0.5\) at \(\phi=0\) and \(-0.5\) at \(\phi=180^\circ\). The two intensities are \(0.1688\) and \(0.1963\) bohr\(^2\)/sr, an asymmetry of \(0.5S=-0.075\). A beam fully polarized along \(z\) leaves at \(\phi=0\) with \(\mathbf P'=(U,S,T)=(-0.046,-0.150,0.988)\), because \(\hat{\mathbf y}\times\hat{\mathbf z}=\hat{\mathbf x}\).

Larger polarization needs comparable amplitudes, since \(|S|\le2|f||g|/I\). With \(|g|\) at most about \(0.041\) bohr on the angular grid used, this calls for a small \(|f|\). The most negative value found, \(S=-0.494\), lies at \(51.7^\circ\), beside a cross-section minimum at \(51.4^\circ\). A minimum is not sufficient, because the relative phase of \(f\) and \(g\) also enters: near the minimum at \(99.2^\circ\) the bound \(2|f||g|/I\) is about \(0.62\), larger than the \(0.49\) at \(51.4^\circ\), yet \(S\) is only about \(-0.18\) (it changes by \(0.005\) within \(0.04^\circ\) there). At this energy strong polarization is thus bought with low intensity, \(0.0118\) bohr\(^2\)/sr at \(51.7^\circ\). The link to a minimum is not general: at \(100\) keV the same model has no cross-section minimum between \(20^\circ\) and \(174^\circ\), yet \(|g|/|f|\) reaches about \(0.28\) and \(S\approx-0.41\) near \(120^\circ\).

The total cross section is \(2.456\) bohr\(^2\), or \(0.688\) Å\(^2\). When \(c\) is raised from ten to twenty times its physical value, the largest \(|g|\) falls by a factor of \(4.00\), as the \(1/c^2\) law requires. The numerical check also obtains \(M\) from a volume integral over the full four-component wave, and at the two angles tested, \(60^\circ\) and \(120^\circ\), \(S\), \(T\) and \(U\) agree with the phase-shift formulas to about \(2\times10^{-7}\).

## Table of computed values

```
model: Z = 80, a = 0.2 bohr, kinetic energy = 1000 eV
eps = 36.7493 hartree, c = 137.0360 a.u., k = 8.57733 /bohr
largest l = 36, |phase shift| there = 5.0e-10 rad
phase shifts modulo pi (rad): l, j=l+1/2, j=l-1/2
  0   -0.00777       none
  1    0.99014    1.30195
  2   -1.20933   -1.12537
  3   -0.55859   -0.52829
  4    0.77528    0.77809
  5    0.31803    0.31867
  6    0.15046    0.15071
angle (deg), f (bohr), g (bohr)
   30   -0.36729 +0.58237i   -0.01706 -0.00129i
   60    0.21675 -0.14743i   -0.02881 +0.01255i
   90    0.24488 -0.06459i   -0.02599 +0.03163i
  120   -0.34264 -0.25295i   -0.01122 +0.03178i
  150   -0.08236 +0.03414i    0.00045 +0.01544i
angle (deg), dsigma/dOmega (bohr^2/sr), S, T, U
   30    0.474344   0.04390   0.99877   0.02326
   60    0.069703  -0.04385   0.97167  -0.23225
   90    0.065812   0.18433   0.94907  -0.25551
  120    0.182525  -0.15042   0.98755  -0.04597
  150    0.008187  -0.31447   0.94169   0.11970
cross-section minimum: 51.4 deg, 0.011673 bohr^2/sr, S = -0.4909
cross-section minimum: 99.2 deg, 0.015375 bohr^2/sr, S = -0.1799
cross-section minimum: 151.3 deg, 0.006941 bohr^2/sr, S = -0.2534
largest S = 0.2020 at 92.9 deg, dsigma/dOmega = 0.040366 bohr^2/sr
smallest S = -0.4939 at 51.7 deg, dsigma/dOmega = 0.011782 bohr^2/sr
total cross section = 2.45625 bohr^2 = 0.68782 angstrom^2
volume integral: amplitude deviation 1.1e-06, S,T,U deviation 1.8e-07
unitarity at 70 deg: deviation 3.0e-16 bohr
forward: Im f = 1.67654 bohr, k sigma/(4 pi) = 1.67654 bohr
120 deg, P = 0.5 along y: phi=0 0.168797, phi=180 0.196252 bohr^2/sr
  asymmetry = -0.07521
120 deg, phi=0, P = 1 along z: final P = (-0.04597, -0.15042, 0.98755)
weak test: Z = 0.1, a = 0.005 bohr, eps = c^2
  90 deg: f/f_Born = 1.00039, g/g_Born = 1.00048
    S phases = -1.3814e-04, second order = -1.3808e-04
  120 deg: f/f_Born = 1.00044, g/g_Born = 1.00058
    S phases = -2.1241e-04, second order = -2.1229e-04
max |g|: c 0.04114, 10c 3.710e-04, 20c 9.268e-05 bohr
  ratio 10c to 20c = 4.0033
```
